# Two-electron states of total L and Breit's equations for P states, part 1

(Sections cited here and not found follow in the second part.)

## Part I. Separating the angles

Two electrons bound to a fixed charge have six coordinates, yet the potential energy depends on only three: the distances $r_1$ and $r_2$ of the electrons from the charge and their mutual distance $r=r_{12}$. The other three coordinates tell how the triangle formed by the charge and the two electrons is turned in space. For a state without angular momentum the wavefunction does not depend on the turning, and three coordinates suffice. A P, D or F state does depend on it. One may expand such a state in products of orbitals with angular momenta $l_1$ and $l_2$ coupled to the total $L$, but infinitely many pairs $(l_1,l_2)$ are then available. How many unknown functions of the triangle's shape does a state of given $L$ really contain, and which equations do they obey?

### Setting and statement

Atomic units are used. The Hamiltonian is

$$H=-\tfrac12\nabla_1^2-\tfrac12\nabla_2^2+V,\qquad V=-\frac Z{r_1}-\frac Z{r_2}+\frac1r .$$

The charge $Z$ does not move, and relativity and spin-dependent forces are left out. Then $H$ commutes with the total orbital angular momentum $\mathbf L=\mathbf L_1+\mathbf L_2$, with the inversion $(\mathbf r_1,\mathbf r_2)\to(-\mathbf r_1,-\mathbf r_2)$ and with the exchange of the electrons. Parity $(-1)^L$ is called natural and parity $(-1)^{L+1}$ unnatural. Let

$$\mathbf e=(1,i,0),\qquad \xi_j=\mathbf e\cdot\mathbf r_j=x_j+iy_j,\qquad w=\mathbf e\cdot(\mathbf r_1\times\mathbf r_2).$$

The dot product contains no complex conjugation, so $\mathbf e\cdot\mathbf e=1+i^2=0$.

**Theorem.** Away from collinear configurations, a state with total $L$ and $M=L$ can be written in one way as

$$\Psi=\sum_{a=0}^{L}F_a(r_1,r_2,r)\,\xi_1^{a}\xi_2^{L-a}\qquad\text{(natural parity)},$$

$$\Psi=w\sum_{a=0}^{L-1}G_a(r_1,r_2,r)\,\xi_1^{a}\xi_2^{L-1-a}\qquad\text{(unnatural parity)}.$$

There are $L+1$ functions in the first case and $L$ in the second. For $L=0$ the second sum is empty: no such state exists. If $\Psi$ is an eigenfunction of $H$, these functions obey the coupled equations derived in Part II.

States with $M<L$ follow by applying $L_-=L_x-iL_y$. It leaves the coefficient functions unchanged, because they depend on lengths alone. The proof of the expansion has three parts: the products have the right quantum numbers, there is no room for more functions, and the products are independent.

### Lemma 1: quantum numbers of the products

*The products in the theorem have total angular momentum $L$, projection $M=L$ and the stated parity.*

*Proof.* Let $\mathbf v$ be a vector built from $\mathbf r_1$ and $\mathbf r_2$ that turns with them. Its components satisfy $L_iv_k=i\varepsilon_{ikl}v_l$, with summation over repeated indices. This holds for $\mathbf r_1$, $\mathbf r_2$ and $\mathbf r_1\times\mathbf r_2$. Since $L_+=L_x+iL_y=\mathbf e\cdot\mathbf L$,

$$L_+(\mathbf e\cdot\mathbf v)=i\,e_ie_k\varepsilon_{ikl}v_l=0,$$

because $e_ie_k$ is symmetric in $i,k$ and $\varepsilon_{ikl}$ is antisymmetric. Also

$$L_z(\mathbf e\cdot\mathbf v)=i(e_1v_2-e_2v_1)=i(v_2-iv_1)=v_1+iv_2=\mathbf e\cdot\mathbf v .$$

Both operators are first-order derivatives and obey the product rule. A product of $L$ factors, each being $\xi_1$, $\xi_2$ or $w$, therefore has $L_zu=Lu$ and $L_+u=0$. From $\mathbf L^2=L_-L_++L_z^2+L_z$ it follows that $\mathbf L^2u=L(L+1)u$. Multiplying by a function of $r_1,r_2,r$ changes nothing, since rotations do not affect lengths.

Under inversion $\xi_j$ changes sign and $w$ does not. The natural products contain $L$ factors $\xi$ and have parity $(-1)^L$. The unnatural ones contain $L-1$ and have parity $(-1)^{L-1}=(-1)^{L+1}$. ∎

### Lemma 2: an upper limit on the number of functions

*On the configurations that share one non-collinear triangle shape, the states with given $L$ and $M=L$ form a space of dimension at most $L+1$ for natural parity and at most $L$ for unnatural parity.*

*Proof.* Choose a reference configuration $X_0=(\mathbf r_1,\mathbf r_2)$ with the triangle in the $xy$ plane. Any other configuration $X$ with the same three lengths is $X=RX_0$ for one rotation $R$. Such a rotation exists because the triads $\mathbf r_1,\mathbf r_2,\mathbf r_1\times\mathbf r_2$ of both configurations are right-handed and have the same lengths and angles. It is unique because a rotation that fixes two independent vectors is the identity.

Let $\Psi_M$, with $M=-L,\dots,L$, be the multiplet to which the state belongs. By the definition of the rotation matrices $D_{M'M}$,

$$\Psi_M(R^{-1}X)=\sum_{M'}D_{M'M}(R)\,\Psi_{M'}(X).$$

Put $X=RX_0$, multiply by $D^*_{M''M}(R)$ and sum over $M$. Unitarity, $\sum_MD_{M'M}D^*_{M''M}=\delta_{M'M''}$, gives

$$\Psi_{M}(RX_0)=\sum_{K=-L}^{L}D^*_{MK}(R)\,\Psi_K(X_0).$$

The whole multiplet on this set of configurations is thus fixed by the $2L+1$ numbers $\Psi_K(X_0)$. Here $K$ is the projection of the angular momentum on the normal of the triangle.

Parity removes some of these numbers. For vectors in the $xy$ plane, inversion has the same effect as a half-turn about the $z$ axis. A turn by $\varphi$ about $z$ has $D_{MK}=\delta_{MK}e^{-iK\varphi}$, so the half-turn gives

$$\Psi_K(-X_0)=e^{iK\pi}\,\Psi_K(X_0)=(-1)^K\Psi_K(X_0).$$

A state of parity $p$ also has $\Psi_K(-X_0)=p\,\Psi_K(X_0)$. Hence $\Psi_K(X_0)=0$ unless $(-1)^K=p$. For natural parity the surviving values are $K=L,L-2,\dots,-L$, which are $L+1$ in number. For unnatural parity they are $K=L-1,L-3,\dots,-L+1$, which are $L$ in number. The component $M=L$ determines the rest of the multiplet through $L_-$, which acts among configurations of the same shape, so the same limits hold for the $M=L$ functions. ∎

### Lemma 3: independence

*For one non-collinear shape, the products in the theorem are linearly independent as functions of the orientation.*

*Proof.* Let $\theta$ be the angle between $\mathbf r_1$ and $\mathbf r_2$, so $\sin\theta\neq0$. Among all orientations take

$$\mathbf r_2=r_2(1,0,0),\qquad \mathbf r_1=r_1(\cos\theta,\ \sin\theta\cos\chi,\ \sin\theta\sin\chi),\qquad 0<\chi<\pi .$$

Then

$$\frac{\xi_1}{\xi_2}=\frac{r_1}{r_2}(\cos\theta+i\sin\theta\cos\chi),\qquad w=i\,r_1r_2\sin\theta\sin\chi .$$

The second relation follows from $\mathbf r_1\times\mathbf r_2=r_1r_2\sin\theta\,(0,\sin\chi,-\cos\chi)$. Suppose that $\sum_ac_a\xi_1^a\xi_2^{n-a}=0$ for all orientations. Division by $\xi_2^n=r_2^n$ gives a polynomial in $t=\xi_1/\xi_2$ that vanishes on a continuum of values of $t$. All $c_a$ are then zero. In the unnatural case the common factor $w$ is nonzero on the chosen interval and can be divided out first. ∎

**Proof of the expansion.** For each non-collinear shape, Lemma 1 supplies $L+1$ or $L$ functions of the right type. Lemma 3 shows that they are independent, and Lemma 2 that the space has no larger dimension. They therefore form a basis. The coefficients depend on the shape alone and are unique. ∎

The collapse of the orbital expansion can be seen in numbers. On one triangle, the coupled spherical harmonics of natural parity with $L=1$ and $l_1,l_2\le4$ come from 8 pairs $(l_1,l_2)$, but their values over many orientations have rank 2. For $L=3$ and unnatural parity, 7 pairs give rank 3. A higher pair brings no new dependence on orientation; it changes the coefficient functions.

### Remark: collinear configurations

When the three particles lie on a line, $\xi_1$ and $\xi_2$ are proportional and $w=0$. The products are then no longer independent, which is why the theorem excludes this case. A continuous state still has definite values there. Put the line along $z$. Turning about $z$ changes nothing, so $\Psi_K(X_0)=0$ for $K\ne0$. Inversion now equals a half-turn about $x$, for which $D_{00}=P_L(-1)=(-1)^L$, with $P_L$ the Legendre polynomial. Thus $\Psi_0(-X_0)=(-1)^L\Psi_0(X_0)$, which contradicts unnatural parity unless $\Psi_0(X_0)=0$. A continuous state of unnatural parity vanishes whenever the particles are collinear, and in particular where the electrons meet.

### Lemma 4: polynomial states

One may ask whether the coefficient functions must become singular as the triangle closes to a line.

*If $\Psi$ is a polynomial in the six Cartesian coordinates, its coefficient functions are polynomials in $r_1^2$, $r_2^2$ and $\mathbf r_1\cdot\mathbf r_2$.*

*Proof.* Take all monomials in these three invariants, times all products of the theorem and the functions obtained from them by $L_-$. They are linearly independent. Indeed, a vanishing combination splits according to $L$, $M$ and parity. Raising each part to $M=L$ multiplies it by a nonzero constant, and Lemma 3 then makes the coefficient polynomials vanish for every non-collinear shape. These shapes fill an open region of values of the invariants, so the polynomials are zero.

It remains to count. Let the power of $t$ record the degree. The invariants have degree 2 and are counted by $(1-t^2)^{-3}$. Each $L$ contributes $2L+1$ values of $M$, with $L+1$ products of degree $L$ and $L$ products of degree $L+1$. Using

$$\sum_Lt^L=\frac1{1-t},\qquad\sum_LLt^L=\frac t{(1-t)^2},\qquad\sum_LL^2t^L=\frac{t(1+t)}{(1-t)^3},$$

one finds

$$\sum_L(2L^2+3L+1)t^L=\frac{1+3t}{(1-t)^3},\qquad \sum_L(2L^2+L)t^{L+1}=\frac{3t^2+t^3}{(1-t)^3}.$$

The sum is $(1+t)^3/(1-t)^3$. Since $1-t^2=(1-t)(1+t)$,

$$\frac{(1+t)^3}{(1-t)^3}\cdot\frac1{(1-t^2)^3}=\frac1{(1-t)^6},$$

which counts all polynomials in six coordinates. The independent set therefore spans them all. ∎

At degree 12, for example, both counts give 6188. Eigenfunctions of $H$ are not polynomials, and the lemma makes no claim about their coefficients at collinear shapes. It does show that the angular factors themselves introduce no singular denominators.

### Exchange of the electrons

The spatial function obeys $\Psi(\mathbf r_2,\mathbf r_1)=\sigma\Psi(\mathbf r_1,\mathbf r_2)$, with $\sigma=+1$ for spin singlets and $\sigma=-1$ for triplets, so that the total function is antisymmetric. Exchange turns $\xi_1^a\xi_2^{L-a}$ into $\xi_2^a\xi_1^{L-a}$ and changes the sign of $w$. Because the coefficients are unique,

$$F_{L-a}(r_1,r_2,r)=\sigma F_a(r_2,r_1,r),\qquad G_{L-1-a}(r_1,r_2,r)=-\sigma G_a(r_2,r_1,r).$$

The functions are thus related in pairs. If their number is odd, the middle one is related to itself and is symmetric or antisymmetric in $r_1,r_2$. An odd-parity P state contains one unrestricted function; an even-parity P triplet contains one symmetric function.

### What the expansion requires

The expansion rests on rotation and inversion symmetry, not on the Coulomb form of $V$. A uniform electric field, for example, singles out a direction and mixes different $L$, and the finite sums then fail. If the nucleus moves, the Hamiltonian of the internal motion contains the reduced mass in place of the electron mass and an additional term proportional to $\nabla_1\cdot\nabla_2$. This term has both symmetries, so the expansion survives, but the equations of Part II would gain further terms.

## Part II. The coupled equations and the P states

Part I established the following. With $\mathbf e=(1,i,0)$, $\xi_j=\mathbf e\cdot\mathbf r_j$ and $w=\mathbf e\cdot(\mathbf r_1\times\mathbf r_2)$, a two-electron state with $M=L$ is

$$\Psi=w^s\sum_{a=0}^{n}F_a(r_1,r_2,r)\,\xi_1^a\xi_2^{b},\qquad b=n-a .$$

Natural parity has $s=0,\ n=L$; unnatural parity has $s=1,\ n=L-1$, and its functions are also called $G_a$. The coefficients are unique on non-collinear triangles. Exchange gives $F_{n-a}(r_1,r_2,r)=\sigma(-1)^sF_a(r_2,r_1,r)$, with $\sigma=+1$ for singlets and $-1$ for triplets. The potential is $V=-Z/r_1-Z/r_2+1/r$ in atomic units. Subscripts $1$, $2$ and $r$ after a comma denote derivatives with respect to $r_1$, $r_2$ and $r$.

### Lemma 5: the Laplacian of a scalar function

For $F(r_1,r_2,r)$ the gradients are $\nabla_1r_1=\mathbf r_1/r_1$ and $\nabla_1r=(\mathbf r_1-\mathbf r_2)/r$, both of unit length, and $\nabla_1^2r_1=2/r_1$, $\nabla_1^2r=2/r$. From $\mathbf r_1\cdot\mathbf r_2=(r_1^2+r_2^2-r^2)/2$,

$$\nabla_1r_1\cdot\nabla_1r=\frac{r_1^2-\mathbf r_1\cdot\mathbf r_2}{r_1r}=\frac{r_1^2-r_2^2+r^2}{2r_1r}.$$

The chain rule for electron 1, plus the same with the labels exchanged, gives $(\nabla_1^2+\nabla_2^2)F=\Delta F$ with

$$\Delta F=F_{,11}+F_{,22}+2F_{,rr}+\frac2{r_1}F_{,1}+\frac2{r_2}F_{,2}+\frac4rF_{,r}$$
$$\qquad+\frac{r_1^2-r_2^2+r^2}{r_1r}F_{,1r}+\frac{r_2^2-r_1^2+r^2}{r_2r}F_{,2r}.$$

A two-electron state of given $L$ and $M=L$ contains only $L+1$ unknown functions of the triangle's shape for natural parity and $L$ for unnatural parity, and the Laplacian of such a function is now known. It remains to derive the coupled equations these functions obey and to apply them to the P states.
